# One Hole and One Flipped Spin on the Frustrated Triangular Lattice

**Setting.** Electrons on a triangular lattice obey the Hubbard model

\[
H=-t\sum_{\langle i,j\rangle,\sigma}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t>0,
\]

where the first sum runs over ordered pairs of neighbours. Until part (g), \(U\to\infty\), so no site holds two electrons. There is one electron fewer than there are sites; the empty site is called the hole. Clusters are \(L\times L\) tori with \(L\ge3\) and \(N=L^2\) sites, unless called open.

The primitive vectors \(\mathbf a_1,\mathbf a_2\) have length \(a\) and enclose 120°, and \(\mathbf a_3=-\mathbf a_1-\mathbf a_2\). The six neighbour vectors \(\boldsymbol\delta\) are \(\pm\mathbf a_j\). With \(k_j=\mathbf k\cdot\mathbf a_j\), define

\[
\gamma(\mathbf k)=\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}=2[\cos k_1+\cos k_2+\cos(k_1+k_2)].
\]

\(E_{\rm FM}\) is the lowest energy with all spins up, and \(E_1\) the lowest energy with one spin down.

## (a) Find the matrix elements of \(H\) in both sectors.

**Answer.** Let \(|F\rangle\) have one up electron on every site. The polarised states are \(c_{h\uparrow}|F\rangle\). The hole moves from \(h\) to \(j\) when the electron on \(j\) hops to \(h\). Since operators on different sites anticommute,

\[
-t\,c^\dagger_{h\uparrow}c_{j\uparrow}c_{h\uparrow}|F\rangle=+t\,c_{j\uparrow}c^\dagger_{h\uparrow}c_{h\uparrow}|F\rangle=+t\,c_{j\uparrow}|F\rangle .
\]

The hole therefore hops with amplitude \(+t\). Its plane waves have energy \(t\gamma(\mathbf k)\), and \(E_{\rm FM}=t\min\gamma\) over the momenta of the cluster.

For one flipped spin take

\[
|h,m\rangle=S^-_m c_{h\uparrow}|F\rangle,\qquad S^-_m=c^\dagger_{m\downarrow}c_{m\uparrow},\quad m\ne h .
\]

If the hole moves to \(j\ne m\), the pair operator \(S^-_m\) commutes with everything on \(h\) and \(j\), and the calculation above gives \(+t|j,m\rangle\). If the flipped electron itself fills the hole,

\[
\begin{aligned}
-t\,c^\dagger_{h\downarrow}c_{m\downarrow}\,c^\dagger_{m\downarrow}c_{m\uparrow}c_{h\uparrow}|F\rangle
&=-t\,c^\dagger_{h\downarrow}c_{m\uparrow}c_{h\uparrow}|F\rangle\\
&=+t\,c^\dagger_{h\downarrow}c_{h\uparrow}c_{m\uparrow}|F\rangle=+t|m,h\rangle .
\end{aligned}
\]

The first equality uses \(c_{m\downarrow}c^\dagger_{m\downarrow}=1\) on a state with no down electron; the second exchanges two annihilators. Every allowed move has amplitude \(+t\), so \(H\) is \(t\) times the adjacency matrix of the graph whose points are the configurations \((h,m)\).

## (b) Solve both sectors on a single open triangle, and explain the difference.

**Answer.** The polarised hole runs on a ring of three sites. Its energies are \(2t\cos(2\pi n/3)\), with minimum \(-t\). The value \(-2t\) would need an amplitude that changes sign at each step, which a ring of odd length forbids.

With one flipped spin there are six configurations. Alternating the two kinds of move gives

\[
(1,2)\to(3,2)\to(2,3)\to(1,3)\to(3,1)\to(2,1)\to(1,2).
\]

This is a ring of six, with energies \(2t\cos(2\pi n/6)\) and minimum \(-2t\). After three moves the hole is back on site 1, but the flipped spin has gone from site 2 to site 3. The configuration is a new one, so its amplitude may have the opposite sign. The flipped spin records the circuit and so removes the frustration.

On an open four-site diamond (two triangles sharing an edge) some frustration is also removed: the minimum falls from \(-1.562t\) to \(-2.303t\).

## (c) On a torus, reduce the one-flip sector to a one-particle problem at each total momentum.

**Answer.** Let \(\mathbf r\neq0\) be the position of the flipped spin relative to the hole, and

\[
|\mathbf Q,\mathbf r\rangle=\frac1{\sqrt N}\sum_{\mathbf h}e^{i\mathbf Q\cdot\mathbf h}|\mathbf h,\mathbf h+\mathbf r\rangle .
\]

When the hole moves by \(\boldsymbol\delta\neq\mathbf r\), the relative position becomes \(\mathbf r-\boldsymbol\delta\). Relabelling the sum by the new hole position produces \(e^{-i\mathbf Q\cdot\boldsymbol\delta}\). When \(\boldsymbol\delta=\mathbf r\), hole and flipped spin trade places and the relative position becomes \(-\boldsymbol\delta\). Hence

\[
H|\mathbf Q,\mathbf r\rangle=t\sum_{\boldsymbol\delta\ne\mathbf r}e^{-i\mathbf Q\cdot\boldsymbol\delta}|\mathbf Q,\mathbf r-\boldsymbol\delta\rangle+t\sum_{\boldsymbol\delta}\delta_{\mathbf r,\boldsymbol\delta}\,e^{-i\mathbf Q\cdot\boldsymbol\delta}|\mathbf Q,-\boldsymbol\delta\rangle .
\]

At \(\mathbf Q=0\) this is one particle hopping with amplitude \(t\) on a lattice whose origin is missing, with extra links of amplitude \(t\) between opposite neighbours \(\boldsymbol\delta\) and \(-\boldsymbol\delta\) of the origin.

## (d) Prove that \(E_1<E_{\rm FM}\) for every \(L\ge3\), with an explicit bound. What is the spin of the lower state?

**Answer.** Inversion \(\mathbf r\to-\mathbf r\) is a symmetry at \(\mathbf Q=0\). Write \(H_0\) for free hopping on the complete lattice, with energies \(t\gamma(\mathbf k)\).

An even function gains nothing. Removing the origin restricts the space, so the expectation of \(H_0\) stays at or above \(E_{\rm FM}\), and the links add \(+t\sum_{\boldsymbol\delta}|\psi(\boldsymbol\delta)|^2\ge0\).

An odd function vanishes at the origin anyway, so the missing site costs nothing, while the links contribute \(-t\sum_{\boldsymbol\delta}|\psi(\boldsymbol\delta)|^2\). Choose

\[
\psi(\mathbf r)=\sin(\mathbf k_0\cdot\mathbf r),
\]

where \(\mathbf k_0\) minimises \(\gamma\) on the cluster and \(2\mathbf k_0\) is not a reciprocal lattice vector. This combines \(\mathbf k_0\) and \(-\mathbf k_0\), which have equal energy, so \(\langle H_0\rangle=E_{\rm FM}\). The norm is

\[
\sum_{\mathbf r}\sin^2(\mathbf k_0\cdot\mathbf r)=\frac N2-\frac12\sum_{\mathbf r}\cos(2\mathbf k_0\cdot\mathbf r)=\frac N2 ,
\]

and the links give

\[
-t\sum_{\boldsymbol\delta}\sin^2(\mathbf k_0\cdot\boldsymbol\delta)=-\frac t2\,[6-\gamma(2\mathbf k_0)] .
\]

Dividing by the norm and using the variational principle,

\[
E_1\le E_{\rm FM}-\frac{t}{N}\,[6-\gamma(2\mathbf k_0)]<E_{\rm FM}.
\]

The last step is strict because \(\gamma=6\) requires all three cosines to equal 1, that is, a reciprocal lattice vector.

A suitable \(\mathbf k_0\) must exist. Momenta for which \(2\mathbf k\) is a reciprocal vector have \(k_1,k_2\in\{0,\pi\}\), where \(\gamma\) is 6 or \(-2\). Along \(k_1=k_2=\theta\),

\[
\gamma=4\cos\theta+2\cos2\theta=-2+4\cos\theta\,(1+\cos\theta)\le-2\quad\text{for }\tfrac\pi2\le\theta<\pi .
\]

The cluster momentum \(\theta=2\pi n/L\), with \(n\) the smallest integer not below \(L/4\), lies in this interval: \(n=1\) for \(L=3\), and \(L/4\le n\le(L+3)/4<L/2\) for \(L>3\). So a minimiser of the required kind is always available.

When 3 divides \(L\), the cluster contains the zone corner \(\mathbf K\), with \(k_1=k_2=2\pi/3\) and \(\gamma=-3\). This is the lowest possible value, since \(\gamma+3=|1+e^{ik_1}+e^{-ik_2}|^2\ge0\). As \(2\mathbf K\) is equivalent to \(-\mathbf K\), also \(\gamma(2\mathbf K)=-3\), and

\[
E_1\le-3t-\frac{9t}{N}.
\]

For the spin, one flip allows total spin \(S_{\max}=(N-1)/2\) or \(S_{\max}-1\). A state of spin \(S_{\max}\) has a partner of equal energy in the polarised sector, so it cannot lie below \(E_{\rm FM}\). The lower state has spin \(S_{\max}-1\). This comparison of two sectors does not say which spin the ground state has when more spins may flip.

## (e) Repeat the comparison for the opposite sign of \(t\).

**Answer.** Now \(H=-|t|G\), where \(G\) is the adjacency matrix of the configuration graph. The hole has six neighbours and may move to each of them, so every row of \(G\) sums to 6. With non-negative entries, no eigenvalue of \(G\) exceeds 6, and the constant vector attains 6. Thus \(E_1=-6|t|\). The polarised minimum is also \(-6|t|\), at \(\mathbf k=0\). A single flip then gains nothing, and the frustrated sign is essential to part (d).

## (f) The bound in (d) approaches \(-3t\) as \(N\to\infty\). Does a hole still bind a flipped spin on the infinite lattice?

**Answer.** Take \(\mathbf Q=0\), \(L\) divisible by 3, and functions that change sign under a 60° rotation. Three such rotations make an inversion, so these functions are odd. On the six neighbours of the origin they are proportional to

\[
|f\rangle=\frac1{\sqrt6}\sum_{j=1}^3\big(|\mathbf a_j\rangle-|-\mathbf a_j\rangle\big).
\]

In this f-wave channel the links act as \(-t|f\rangle\langle f|\). The equation \((E-H_0)|\psi\rangle=-t|f\rangle\langle f|\psi\rangle\) is solved for \(|\psi\rangle\) and projected on \(\langle f|\). Cancelling \(\langle f|\psi\rangle\) leaves

\[
1=\frac tN\sum_{\mathbf k}\frac{F_{\mathbf k}^2}{t\gamma(\mathbf k)-E},\qquad
F_{\mathbf k}^2=\frac23\,(\sin k_1+\sin k_2+\sin k_3)^2,
\]

with \(k_3=-k_1-k_2\). The factor \(2/3\) is \(|{-2i}/\sqrt6|^2\), from pairing \(\mathbf a_j\) with \(-\mathbf a_j\). At \(\pm\mathbf K\) the three sines are equal, with magnitude \(\sqrt3/2\), so \(F^2=\frac23\cdot\frac{27}4=\frac92\).

As \(E\) falls from \(-3t\) to \(-\infty\), the right side decreases steadily from \(+\infty\) to 0, so there is one root below \(-3t\). For \(L=3\), \(F_{\mathbf k}\) vanishes at every momentum except \(\pm\mathbf K\), and

\[
1=\frac t9\cdot\frac{2\cdot\frac92}{-3t-E}\quad\Rightarrow\quad E=-4t .
\]

The unprojected Hubbard model on the same nine sites, extrapolated to infinite \(U\), also gives \(-4.000t\) for the one-flip minimum.

For \(N\to\infty\), put \(E=-3t-b\) and expand about a corner, \(\mathbf k=\mathbf K+\mathbf q\). The linear term is proportional to \(\mathbf q\cdot(\mathbf a_1+\mathbf a_2+\mathbf a_3)=0\). With \(\cos(\mathbf K\cdot\boldsymbol\delta)=-\frac12\) and \(\sum_{\boldsymbol\delta}(\mathbf q\cdot\boldsymbol\delta)^2=3q^2a^2\), the quadratic term gives \(\gamma+3\simeq\frac34q^2a^2\). Each site has area \(\sqrt3a^2/2\), so the two corners contribute

\[
2\cdot\frac92\cdot\frac{\sqrt3a^2}{8\pi^2}\int\frac{2\pi q\,dq}{\frac34q^2a^2+b/t}\simeq\frac{3\sqrt3}{2\pi}\ln\frac tb+\text{constant}.
\]

This diverges as \(b\to0\), so the root survives: a bound state exists on the infinite lattice. Evaluating the full sum gives

\[
E=-3.4227t,\qquad b=0.4227t .
\]

The depth stays finite although the trial function's gain vanishes as \(1/N\): that function is spread over the whole cluster, whereas the true state gathers near the hole. Its root-mean-square hole–flip distance is \(1.47a\), and the two are neighbours with probability 0.775 (24×24 cluster).

The root belongs to \(\mathbf Q=0\). Diagonalisation at every total momentum shows whether another \(\mathbf Q\) lies lower:

| \(L\) | \(E_{\rm FM}/t\) | bound of (d) \(/t\) | \(E_1/t\) |
|---|---|---|---|
| 3 | −3.000 | −4.000 | −4.000 |
| 4 | −2.000 | −2.500 | −3.000 |
| 5 | −2.618 | −2.873 | −3.414 |
| 6 | −3.000 | −3.250 | −3.473 |
| 12 | −3.000 | −3.063 | −3.423 |

In each of these clusters the minimum lies at \(\mathbf Q=0\) alone. At \(L=12\) the best level at any other momentum is \(-3.402t\). For the infinite lattice, \(-3.4227t\) is strictly an upper bound on the lowest pair energy; the cluster data support its being the minimum.

## (g) Estimate the binding in a moire semiconductor, and size some of the effects left out.

Use rough values typical of a WSe₂/WS₂ bilayer: moire period \(a=8\) nm, \(t=1\) meV, \(U=100\) meV, \(g=10\), relative permittivity 5 and temperature 1.6 K. A spin flip costs \(g\mu_BB\) in a field \(B\). The energies and fields below belong to the Hubbard model alone; direct exchange, which it omits, is considered at the end and can remove the binding.

**Answer.** The "electrons" of the model are here the carriers in the valence band, and the "hole" is a vacancy just below one carrier per moire site. In a parabolic band with a smooth scalar moire potential, the lowest miniband has its minimum at zero momentum and real hopping, which gives \(t>0\) and the frustrated sign for the vacancy.

**Infinite repulsion.** The binding energy is

\[
b=0.4227\times1\ \text{meV}=0.42\ \text{meV}\quad(4.9\ \text{K}),
\]

and the pair size is \(1.474\times8\ \text{nm}=11.8\) nm. The field at which the flip ceases to pay is

\[
B=\frac{b}{g\mu_B}=\frac{0.4227\ \text{meV}}{10\times0.0579\ \text{meV/T}}=0.73\ \text{T}.
\]

At 1.6 K, \(k_BT=0.138\) meV, so \(b/k_BT=3.1\). This ratio is not the probability of finding the pair bound, which also depends on how many unbound states are available.

**Superexchange.** At finite \(U\), two neighbouring spins in a singlet reach the doubly occupied states with amplitude \(2t\) and gain \(J=4t^2/U\); a triplet is blocked. To this order the coupling is \(J(\mathbf S_i\cdot\mathbf S_j-\frac14)\). Without a hole, a flipped spin gains \(J/2\) on each of six bonds and hops with amplitude \(J/2\), so

\[
E_{\rm flip}(\mathbf q)=-3J+\frac J2\gamma(\mathbf q),\qquad \min E_{\rm flip}=-4.5J .
\]

Here \(J=4/100=0.040\) meV and \(-4.5J=-0.180\) meV. The full Hubbard model on 6×6 sites gives the same \(-0.180\) meV.

On that cluster, with one hole, the flip lowers the energy by 0.473 meV at infinite \(U\) and by 0.691 meV at \(U=100\) meV, which is 46% more. Of the latter, \(0.691-0.180=0.510\) meV (from unrounded values) is due to the hole. The flip pays up to 0.31 T without the hole and up to 1.19 T with it. Between these fields, in this model, one flip costs energy in the filled lattice but gains energy when a vacancy is present. The 6×6 cluster somewhat overstates the gain: on 12×12 sites, at \(\mathbf Q=0\), it is 0.641 meV and the upper field is 1.11 T. The 6×6 gain quoted in the next paragraph shrinks by a similar 0.05 meV.

**Neighbour repulsion.** Without screening by gates it is \(V=e^2/(4\pi\varepsilon_0\varepsilon_ra)=36\) meV, far larger than \(t\). A single vacancy on a torus always removes six neighbour pairs, so \(V\) adds only a constant at infinite \(U\). At finite \(U\), and away from the vacancy, it lowers the cost of moving a carrier onto an occupied neighbour from \(U\) to \(U-V\): the move breaks six neighbour pairs and makes five. Beside the vacancy the same count gives \(U\), \(U-V\) or \(U-2V\), depending on which of the two sites adjoin it. Crudely replacing \(U\) by \(U-V=64\) meV throughout raises the 6×6 gain to 0.812 meV, and the two fields become 0.49 T and 1.40 T. Including the neighbour repulsion exactly on the same cluster gives 0.847 meV and an upper field of 1.46 T, so the crude replacement is low by about 4%.

**Second-neighbour hopping.** Let the hole also hop to second neighbours with amplitude \(t_2\), keeping \(U\) infinite. On 12×12 sites the gain at \(\mathbf Q=0\) is 0.423 meV for \(t_2=0\), 0.273 meV for \(t_2=-0.1t\), and 0.651 meV for \(t_2=+0.1t\). A hopping of one tenth thus lowers the gain by roughly a third or raises it by roughly a half. The value for \(t_2=-0.1t\) depends more on cluster size: it is 0.297 meV on 9×9 sites and settles at 0.266 meV from 18×18 sites up. The continuum estimate described below gives \(t_2\approx-0.09t\) at \(t=1\) meV, the sign that lowers the gain.

**The real case.** The inputs are rough, and the infinite-\(U\) binding is proportional to \(t\), so an error of a factor of two in \(t\) passes straight into it. The corrections sized above are not small: within the Hubbard model the binding scale is a few tenths of a meV to somewhat below 1 meV, and no second digit is warranted for a device.

The Hubbard model also omits several effects of the Coulomb repulsion between neighbouring orbitals. Direct exchange, \(-X(2\mathbf S_i\cdot\mathbf S_j+\frac12)\) on each bond with both sites occupied, lowers the energy of each parallel neighbour pair by an amount \(X\) and so opposes the flip. A rough continuum estimate (mass 0.45 electron masses, a cosine potential adjusted to give \(t=1\) meV, permittivity 5, no gates) gives \(X\approx0.3\) meV for an inversion-symmetric potential, and about 0.5 meV if the three cosines carry a phase of 45°. Much less is enough to undo the binding, because \(X\) acts on every bond of the flipped spin. With this term added to the infinite-\(U\) model on 9×9 sites, the gain falls from 0.427 meV to 0.190 meV at \(X=0.03\) meV and is gone at \(X=0.06\) meV. At \(U=100\) meV and \(\mathbf Q=0\) it disappears between 0.05 and 0.1 meV. With the inputs used here, direct exchange therefore removes the gain. Gates hardly change \(X\), since the product of two orthogonal orbitals carries no net charge. A deeper moire potential lowers \(X\) faster than \(t\), which helps the bound state survive but also shrinks its energy scale: in the same estimate \(X/t\) has fallen to about 0.04 at \(t=0.2\) meV, where the infinite-\(U\) binding is below 0.1 meV even without exchange. With the 45° phase the ratio there is about 0.06, still above the value 0.054 at which the infinite-\(U\) gain vanishes. The repulsion also changes the hopping amplitude onto occupied sites, in the same estimate by about 0.7 meV, and that estimate puts the on-site repulsion near 170 meV rather than the 100 meV used here. Both alter \(J\), so the finite-\(U\) figures above are illustrative. Three-site terms also act on the vacancy's own hop: in the same estimate at \(t=1\) meV, the two common neighbours of a bond contribute about 1 meV through direct repulsion and about 0.2 meV through spin-dependent exchange. Their effect on the binding is not sized here.

Real devices also break the assumption of a single vacancy in a uniform lattice. At finite vacancy density, \(V\) no longer drops out and pairs interact; disorder shifts site energies; and a perpendicular field adds orbital phases to the hopping. These three effects are not sized here. The model's prediction is therefore a scale for the field and temperature at which a vacancy-bound spin flip could matter if direct exchange is well below about \(0.05t\) per bond, not a measured property of WSe₂/WS₂.

## Table of computed values

```
open triangle: polarised -1.00000 t, one flip -2.00000 t
open diamond: polarised -1.56155 t, one flip -2.30278 t
L | E_FM/t | bound/t | lowest Q=0 /t | lowest all Q /t | number of Q at minimum
3 | -3.00000 | -4.00000 | -4.00000 | -4.00000 | 1
4 | -2.00000 | -2.50000 | -3.00000 | -3.00000 | 1
5 | -2.61803 | -2.87331 | -3.41421 | -3.41421 | 1
6 | -3.00000 | -3.25000 | -3.47283 | -3.47283 | 1
9 | -3.00000 | -3.11111 | -3.42722 | -3.42722 | 1
12 | -3.00000 | -3.06250 | -3.42305 | -3.42305 | 1
L=12: next lowest level at Q other than 0: -3.40242 t
L=12: highest of the lowest levels over Q: -3.00000 t
3x3 Hubbard model extrapolated to infinite U: -4.00000 t
log slope of channel sum: numerical 0.8260, formula 0.8270
infinite lattice, Q=0: energy -3.422688 t, depth below -3t 0.422688 t
24x24 cluster, Q=0: energy -3.422688 t
rms hole-flip distance 1.474 periods; neighbour probability 0.775
inputs: t 1.0 meV, U 100.0 meV, period 8.0 nm
inputs: g 10.0, relative permittivity 5.0, temperature 1.6 K
site density 1.804e+12 cm^-2
binding 0.4227 meV = 4.905 K
rms hole-flip distance 11.79 nm
field undoing the flip, infinite U: 0.730 T
thermal energy 0.1379 meV, binding/thermal 3.07
unscreened-by-gates neighbour repulsion V 36.00 meV
6x6 infinite U: one-flip minus polarised energy -0.4728 t
U = 100.0 meV: superexchange J 0.0400 meV
  flip without hole -0.1802 meV, -4.5J -0.1800 meV
  flip with hole -0.6906 meV, due to hole -0.5104 meV
  fields undoing the flip: without hole 0.311 T, with hole 1.193 T
U-V (crude) = 64.0 meV: superexchange J 0.0625 meV
  flip without hole -0.2819 meV, -4.5J -0.2812 meV
  flip with hole -0.8123 meV, due to hole -0.5304 meV
  fields undoing the flip: without hole 0.487 T, with hole 1.403 T
second-neighbour hopping -0.1 t, 12x12: polarised -3.6000 t, one flip at Q=0 -3.8734 t, difference -0.2734 t
second-neighbour hopping +0.1 t, 12x12: polarised -2.4000 t, one flip at Q=0 -3.0507 t, difference -0.6507 t
```
